**Detailed balance between excitation and superelastic collisions**

The program tests \(\sigma_{\rm se}(E)=(g_l/g_u)[(E+U)/E]\sigma_{\rm ex}(E+U)\), where \(U\) is the excitation energy, \(g_l\) and \(g_u\) are the lower and upper degeneracies, and \(E\) is the energy of the electron striking the upper level. A seven-state coupled-channel calculation obtains both cross sections from outgoing flux and asserts the relation at four energies, together with the optical theorem, amplitude reciprocity and the \(s\)-wave threshold law. With time reversal broken, the relation still holds when two levels are open, but the superelastic value is 3.01 times the formula in the case with three open levels. A Born calculation for an oscillator target asserts the relation for the substate average and shows that individual substates differ from it. For a nitrogen discharge with rough model parameters, the program asserts the Maxwellian rate ratio \(e^{U/T_e}\), with \(T_e\) the electron temperature in energy units, and finds a different ratio for a Druyvesteyn distribution. In that example, superelastic collisions return 39.5 percent of the power lost in the \(v=0\to1\) step. The output also sizes the neglected vibrational steps, rotation and thermal motion under stated assumptions.

## Check in Python

```python
# Result under test, for a lower level l and an upper level u separated by U:
#   sigma_se(E) = (g_l/g_u) * (E+U)/E * sigma_ex(E+U)
# sigma_ex: excitation l->u; sigma_se: superelastic collision u->l;
# g: degeneracy; E: energy of the electron that strikes the upper level.
# Cross sections are averaged over initial and summed over final substates.
# Quantum models use atomic units inside; printed energies are in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import gamma

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
KB = const.k / const.e

# ---------- Coupled-channel model: electron in s waves, seven target states
levels = np.array([0., 0., 6., 6., 6., 8., 8.])
lower, upper, third = [0, 1], [2, 3, 4], [5, 6]
U_model = 6.0
n = len(levels)
rng = np.random.default_rng(4)
strength = -rng.uniform(0.10, 0.25, (n, n))
strength = np.triu(strength) + np.triu(strength, 1).T
width = rng.uniform(1.0, 2.2, (n, n))
width = np.triu(width) + np.triu(width, 1).T
R_MATCH = 12.0


def amplitudes(total_energy, coupling):
    """Wave numbers and outgoing amplitudes f[final, initial]."""
    k = np.sqrt((2 * (total_energy - levels) / HARTREE).astype(complex))

    def rhs(r, y):
        u, du = y.reshape(2, n, n)
        potential = coupling * np.exp(-(r / width)**2)
        return np.concatenate([du.ravel(),
                               (2 * potential @ u - k[:, None]**2 * u).ravel()])

    start = np.concatenate([np.zeros(n * n), np.eye(n).ravel()]).astype(complex)
    end = solve_ivp(rhs, (0, R_MATCH), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert end.success
    u, du = end.y[:, -1].reshape(2, n, n)
    out = np.exp(1j * k * R_MATCH)
    matrix = np.block([[u, -np.diag(out)], [du, -np.diag(1j * k * out)]])
    incident = np.vstack([np.diag(np.sin(k * R_MATCH) / k),
                          np.diag(np.cos(k * R_MATCH))])
    return k, np.linalg.solve(matrix, incident)[n:]


def level_cross_section(k, f, initial, final):
    """Outgoing flux over incident flux density, in angstrom^2."""
    total = sum(4 * np.pi * k[b].real / k[a].real * abs(f[b, a])**2
                for a in initial for b in final)
    return total / len(initial) * BOHR**2


def balance_ratio(E, k, f):
    ex = level_cross_section(k, f, lower, upper)
    se = level_cross_section(k, f, upper, lower)
    predicted = len(lower) / len(upper) * (E + U_model) / E * ex
    return ex, se, predicted, se / predicted


print("Coupled-channel model: U = %.1f eV, third level = %.1f eV"
      % (U_model, levels[-1]))
print("Degeneracies lower, upper, third: %d, %d, %d"
      % (len(lower), len(upper), len(third)))
for E in [0.5, 1.0, 5.0, 10.0]:
    k, f = amplitudes(E + U_model, strength)
    is_open = np.where(levels < E + U_model)[0]
    for a in is_open:
        flux = level_cross_section(k, f, [a], is_open)
        optical = 4 * np.pi / k[a].real * f[a, a].imag * BOHR**2
        assert np.isclose(flux, optical, rtol=1e-6)
    block = f[np.ix_(is_open, is_open)]
    assert np.max(abs(block - block.T)) < 1e-6 * np.max(abs(block))
    ex, se, predicted, ratio = balance_ratio(E, k, f)
    assert abs(ratio - 1) < 1e-6
    print("E=%4.1f eV: ex(E+U)=%.5f, se(E)=%.5f, formula=%.5f A^2"
          % (E, ex, se, predicted))

tiny = []
for E in [1e-6, 4e-6]:
    k, f = amplitudes(E + U_model, strength)
    tiny.append(level_cross_section(k, f, upper, lower))
assert abs(tiny[0] / tiny[1] - 2) < 0.06  # finite-energy correction remains
print("Threshold: se(E)/se(4E) at E=1e-6 eV = %.4f" % (tiny[0] / tiny[1]))

# A complex Hermitian coupling breaks time reversal but conserves flux.
broken = strength.astype(complex)
broken[np.ix_(lower, upper)] *= 1j
broken[np.ix_(upper, lower)] *= -1j
assert np.allclose(broken, broken.conj().T)
k, f = amplitudes(0.5 + U_model, broken)
two_open = balance_ratio(0.5, k, f)[3]
k, f = amplitudes(5.0 + U_model, broken)
three_open = balance_ratio(5.0, k, f)[3]
_, f_reversed = amplitudes(5.0 + U_model, broken.conj())
assert abs(two_open - 1) < 1e-6
assert abs(three_open - 1) > 0.02
assert np.max(abs(f - f_reversed.T)) < 1e-6 * np.max(abs(f))
print("Broken time reversal, se/formula, two levels open: %.6f" % two_open)
print("Broken time reversal, se/formula, three levels open: %.4f" % three_open)

# ---------- Oscillator target: first Born amplitude depends on direction
omega = U_model / HARTREE
length = 1 / np.sqrt(omega)
q_test = 0.7
overlap = quad(lambda z: np.sqrt(2) * z / length * np.exp(-(z / length)**2)
               / (np.sqrt(np.pi) * length) * np.sin(q_test * z),
               -10 * length, 10 * length)[0]
assert np.isclose(overlap, q_test * length / np.sqrt(2)
                  * np.exp(-(q_test * length)**2 / 4), rtol=1e-8)


def born_substates(k_in, k_out):
    """Cross sections for upper substates x, y, z; beam along z."""
    c, weights = np.polynomial.legendre.leggauss(200)
    phi = np.arange(32) * 2 * np.pi / 32
    s = np.sqrt(1 - c**2)
    q = np.array([-k_out * s[:, None] * np.cos(phi),
                  -k_out * s[:, None] * np.sin(phi),
                  (k_in - k_out * c)[:, None] * np.ones(32)])
    q2 = np.sum(q**2, axis=0)
    f2 = 2 * length**2 * q**2 * np.exp(-q2 * length**2 / 2) / q2**2
    angular = np.einsum("mij,i->m", f2, weights) * 2 * np.pi / 32
    return k_out / k_in * angular * BOHR**2


E_born = 10.0
k_u = np.sqrt(2 * E_born / HARTREE)
k_l = np.sqrt(2 * (E_born + U_model) / HARTREE)
born_ex = born_substates(k_l, k_u).sum()
born_parts = born_substates(k_u, k_l)
born_se = born_parts.mean()
born_formula = (E_born + U_model) / (3 * E_born) * born_ex
assert np.isclose(born_se, born_formula, rtol=1e-8)
assert abs(born_parts[2] / born_parts[0] - 1) > 0.05
print("Born oscillator: U=%.1f eV, E=%.1f eV, g lower=1, g upper=3"
      % (U_model, E_born))
print("Born ex(E+U)=%.4f, mean se(E)=%.4f, formula=%.4f A^2"
      % (born_ex, born_se, born_formula))
print("Born se, upper substate along beam=%.4f, across beam=%.4f A^2"
      % (born_parts[2], born_parts[0]))

# ---------- Nitrogen discharge: rough round parameters, vibrational step 0-1
U, peak, centre, spread = 0.29, 3.0, 2.4, 0.5
Te, Tv_K, Tg_K = 1.5, 3000.0, 500.0
pressure_torr, electron_density = 0.1, 1e10
E_TOP = 8.0


def excitation(energy, threshold=U, scale=peak):
    if energy <= threshold:
        return 0.0
    return (scale * (1 - threshold / energy)**2.5
            * np.exp(-(energy - centre)**2 / (2 * spread**2)))


def superelastic(energy):
    return (energy + U) / energy * excitation(energy + U)


def maxwell(energy):
    return 2 / np.sqrt(np.pi) * Te**-1.5 * np.exp(-energy / Te)


mean_energy = 1.5 * Te
druy_c = (gamma(1.25) / gamma(0.75) / mean_energy)**2
druy_norm = 2 * druy_c**0.75 / gamma(0.75)


def druyvesteyn(energy):
    return druy_norm * np.exp(-druy_c * energy**2)


for distribution in [maxwell, druyvesteyn]:
    norm = quad(lambda x: np.sqrt(x) * distribution(x), 0, 60, limit=200)[0]
    mean = quad(lambda x: x**1.5 * distribution(x), 0, 60, limit=200)[0]
    assert abs(norm - 1) < 1e-6 and abs(mean / mean_energy - 1) < 1e-6

speed_1eV = np.sqrt(2 * const.e / const.m_e) * 100  # cm/s


def rate(cross_section, distribution, start, stop):
    value = quad(lambda x: x * cross_section(x) * distribution(x),
                 start, stop, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return value * speed_1eV * 1e-16  # cm3/s


k_ex = rate(excitation, maxwell, U, E_TOP)
k_se = rate(superelastic, maxwell, 0, E_TOP - U)
assert np.isclose(k_se / k_ex, np.exp(U / Te), rtol=1e-7)
d_ex = rate(excitation, druyvesteyn, U, E_TOP)
d_se = rate(superelastic, druyvesteyn, 0, E_TOP - U)
assert abs(d_se / d_ex / np.exp(U / Te) - 1) > 0.02

print("N2 model: U=%.2f eV, peak scale=%.1f A^2, centre=%.1f eV, s.d.=%.1f eV"
      % (U, peak, centre, spread))
for E in [0.5, 1.0, 2.0, 3.0]:
    print("N2 E=%.1f eV: ex(E)=%.4f, ex(E+U)=%.4f, factor=%.4f, se(E)=%.4f A^2"
          % (E, excitation(E), excitation(E + U), (E + U) / E, superelastic(E)))
print("Electron temperature = %.2f eV; mean energy = %.2f eV" % (Te, mean_energy))
print("Maxwell rates: ex=%.4e, se=%.4e cm3/s" % (k_ex, k_se))
print("Maxwell se/ex=%.5f; exp(U/Te)=%.5f" % (k_se / k_ex, np.exp(U / Te)))
print("Druyvesteyn rates: ex=%.4e, se=%.4e cm3/s" % (d_ex, d_se))
print("Druyvesteyn se/ex=%.5f" % (d_se / d_ex))

x = np.exp(-U / (KB * Tv_K))  # population ratio of adjacent levels
pop0, pop1 = 1 - x, x * (1 - x)
gas_density = pressure_torr * const.torr / (const.k * Tg_K) * 1e-6
power_scale = electron_density * gas_density * U * const.e * 1e3
loss = power_scale * pop0 * k_ex
gain = power_scale * pop1 * k_se
returned = gain / loss
assert np.isclose(returned, np.exp(U / Te - U / (KB * Tv_K)), rtol=1e-7)
print("Pressure=%.2f Torr, gas T=%.0f K, vibrational T=%.0f K"
      % (pressure_torr, Tg_K, Tv_K))
print("Gas density=%.4e cm^-3; electron density=%.1e cm^-3"
      % (gas_density, electron_density))
print("Fractions v=0: %.4f, v=1: %.4f, v>=2: %.4f" % (pop0, pop1, x**2))
print("Power lost=%.4f, returned=%.4f, net loss=%.4f mW/cm3"
      % (loss, gain, loss - gain))
print("Returned fraction, Maxwell: %.4f" % returned)
print("Returned fraction, Druyvesteyn: %.4f" % (x * d_se / d_ex))

# Sizes of neglected effects, using the stated simple assumptions.
overtone_scale = peak / 2
k_overtone = rate(lambda e: excitation(e, 2 * U, overtone_scale),
                  maxwell, 2 * U, E_TOP)
overtone_relative = (2 * k_overtone * (1 - returned**2)
                     / (k_ex * (1 - returned)))
print("Neglected 0-2 overtone: assumed peak scale=%.1f A^2" % overtone_scale)
print("Overtone net loss / 0-1 net loss = %.3f" % overtone_relative)
print("Higher single steps / 0-1 net loss, equal cross sections = %.3f"
      % (x / (1 - x)))

B_rot = 0.25e-3
J = int(round(np.sqrt(KB * Tg_K / (2 * B_rot)) - 0.5))
rot_shift = B_rot * ((J + 4) * (J + 5) - J * (J + 1))
E_size = 1.5
shifted = (E_size + U + rot_shift) / E_size * excitation(E_size + U + rot_shift)
rot_change = shifted / superelastic(E_size) - 1
print("Rotation: B=%.2f meV, J=%d to %d, energy shift=%.2f meV"
      % (B_rot * 1e3, J, J + 4, rot_shift * 1e3))
print("Rotation shift changes se at %.1f eV by %.2f percent"
      % (E_size, 100 * rot_change))
mass_N2 = 28 * const.atomic_mass
v_molecule = np.sqrt(const.k * Tg_K / mass_N2)
v_electron = np.sqrt(2 * E_size * const.e / const.m_e)
print("Thermal motion: collision-energy spread at %.1f eV = %.3f meV"
      % (E_size, 2e3 * E_size * v_molecule / v_electron))

print("all tests passed")
```

Running it gives:

```
Coupled-channel model: U = 6.0 eV, third level = 8.0 eV
Degeneracies lower, upper, third: 2, 3, 2
E= 0.5 eV: ex(E+U)=0.69471, se(E)=6.02086, formula=6.02086 A^2
E= 1.0 eV: ex(E+U)=0.75744, se(E)=3.53474, formula=3.53474 A^2
E= 5.0 eV: ex(E+U)=0.46651, se(E)=0.68421, formula=0.68421 A^2
E=10.0 eV: ex(E+U)=0.26698, se(E)=0.28478, formula=0.28478 A^2
Threshold: se(E)/se(4E) at E=1e-6 eV = 2.0010
Broken time reversal, se/formula, two levels open: 1.000000
Broken time reversal, se/formula, three levels open: 3.0111
Born oscillator: U=6.0 eV, E=10.0 eV, g lower=1, g upper=3
Born ex(E+U)=11.4152, mean se(E)=6.0881, formula=6.0881 A^2
Born se, upper substate along beam=5.6160, across beam=6.3242 A^2
N2 model: U=0.29 eV, peak scale=3.0 A^2, centre=2.4 eV, s.d.=0.5 eV
N2 E=0.5 eV: ex(E)=0.0003, ex(E+U)=0.0054, factor=1.5800, se(E)=0.0085 A^2
N2 E=1.0 eV: ex(E)=0.0253, ex(E+U)=0.1350, factor=1.2900, se(E)=0.1742 A^2
N2 E=2.0 eV: ex(E)=1.4725, ex(E+U)=2.0874, factor=1.1450, se(E)=2.3900 A^2
N2 E=3.0 eV: ex(E)=1.1325, ex(E+U)=0.4886, factor=1.0967, se(E)=0.5358 A^2
Electron temperature = 1.50 eV; mean energy = 2.25 eV
Maxwell rates: ex=4.6228e-09, se=5.6088e-09 cm3/s
Maxwell se/ex=1.21329; exp(U/Te)=1.21329
Druyvesteyn rates: ex=6.0089e-09, se=6.9320e-09 cm3/s
Druyvesteyn se/ex=1.15363
Pressure=0.10 Torr, gas T=500 K, vibrational T=3000 K
Gas density=1.9313e+15 cm^-3; electron density=1.0e+10 cm^-3
Fractions v=0: 0.6743, v=1: 0.2196, v>=2: 0.1061
Power lost=2.7971, returned=1.1054, net loss=1.6918 mW/cm3
Returned fraction, Maxwell: 0.3952
Returned fraction, Druyvesteyn: 0.3757
Neglected 0-2 overtone: assumed peak scale=1.5 A^2
Overtone net loss / 0-1 net loss = 0.942
Higher single steps / 0-1 net loss, equal cross sections = 0.483
Rotation: B=0.25 meV, J=9 to 13, energy shift=23.00 meV
Rotation shift changes se at 1.5 eV by 7.68 percent
Thermal motion: collision-energy spread at 1.5 eV = 1.591 meV
all tests passed
```
